**Energy-weighted 2^L-pole sum rule, with hydrogen 1s as the example**

The program examines the rule $\sum_M\sum_n(E_n-E_0)|\langle n|\sum_i r_i^LY_{LM}(i)|0\rangle|^2=L(2L+1)^2\hbar^2N\langle r^{2L-2}\rangle/(8\pi m)$. Here $N$ is the number of electrons, $m$ their mass, $\langle r^{2L-2}\rangle$ the mean per electron in the state $|0\rangle$, and $n$ runs over bound and continuum states. It asserts the gradient sum over $M$ by finite differences for $L=1$ to 4, and shows that a single component takes 1.4 times an equal share for a $p_z$ density. Diagonalization of two repelling particles in a one-dimensional trap confirms the commutator identity for the ground state and an excited state, and a nonlocal potential breaks it. For hydrogen 1s the discrete lines and the continuum are added and agree with the rule for $L=1$, 2 and 3 within a relative tolerance of $10^{-6}$. The closed form of the continuum integral is compared with direct quadrature of a Coulomb function at one energy. For $L=2$ the total is $5.968\,E_ha_0^4$, or $2.0404\times10^{-58}$ J m⁴, with 81% of it from the continuum. The mean excitation energy is $0.6667\,E_h$, above the lowest allowed gap of $0.4444\,E_h$.

## Verification by program

```python
"""
Energy-weighted 2^L-pole sum rule for N electrons in a local potential:
  sum_M sum_n (E_n - E_0) |<n| sum_i r_i^L Y_LM(i) |0>|^2
      = L (2L+1)^2 hbar^2 N <r^(2L-2)> / (8 pi m)
Y_LM: orthonormal spherical harmonics; n runs over bound and continuum states;
<r^p>: mean per electron in state 0; m: electron mass.
Hydrogen is treated in atomic units (energy E_h, length a0), nucleus fixed.
D denotes the radial integral of R_final * r^L * R_1s * r^2.
"""
import math
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import (eval_genlaguerre, gammaln, lpmv, roots_laguerre,
                           zeta)


# ---------- gradients of the solid harmonics, by finite differences ----------
def solid_harmonic(L, M, point):
    x, y, z = point
    r = math.sqrt(x * x + y * y + z * z)
    m = abs(M)
    norm = math.sqrt((2 * L + 1) / (4 * math.pi)
                     * math.factorial(L - m) / math.factorial(L + m))
    value = r**L * norm * lpmv(m, L, z / r) * np.exp(1j * m * math.atan2(y, x))
    return value if M >= 0 else (-1)**m * np.conj(value)


def gradient_squared(L, M, point, h=1e-4):
    total = 0.0
    for axis in range(3):
        step = np.zeros(3)
        step[axis] = h
        slope = (solid_harmonic(L, M, point + step)
                 - solid_harmonic(L, M, point - step)) / (2 * h)
        total += abs(slope)**2
    return total


print("Gradient sum over M at r = (0.6, -0.5, 0.8), units of length^(2L-2)")
test_point = np.array([0.6, -0.5, 0.8])
for L in (1, 2, 3, 4):
    numeric = sum(gradient_squared(L, M, test_point) for M in range(-L, L + 1))
    formula = (L * (2 * L + 1)**2 / (4 * math.pi)
               * np.dot(test_point, test_point)**(L - 1))
    assert abs(numeric / formula - 1) < 1e-6
    print(f"  L={L}: finite differences {numeric:.6f}, formula {formula:.6f}")

# One component M = 0 of L = 2, averaged over an s-type and a p_z-type density.
cosines, weights = np.polynomial.legendre.leggauss(12)
component = np.array([gradient_squared(
    2, 0, np.array([math.sqrt(1 - c * c) * math.cos(0.3),
                    math.sqrt(1 - c * c) * math.sin(0.3), c]))
    for c in cosines])
equal_share = 2 * 5 / (4 * math.pi)
share_s = np.sum(weights * component) / np.sum(weights) / equal_share
share_p = (np.sum(weights * cosines**2 * component)
           / np.sum(weights * cosines**2) / equal_share)
assert abs(share_s - 1) < 1e-6
assert abs(share_p - 1) > 0.1
print("L=2, M=0 strength divided by one fifth of the M-sum (no unit)")
print(f"  s density {share_s:.4f}, p_z density {share_p:.4f}")


# ---------- two interacting particles in a one-dimensional trap ----------
# Units hbar = m = omega = 1. For F = x1^2 + x2^2 the commutator identity says
# sum_n (E_n - E_i) |F_ni|^2 = 2 <x1^2 + x2^2>, for every eigenstate i.
size = 30
level = np.arange(size)
position = (np.diag(np.sqrt(level[1:] / 2), 1)
            + np.diag(np.sqrt(level[1:] / 2), -1))
grid, to_grid = np.linalg.eigh(position)
hop = np.sqrt((level[:-2] + 1) * (level[:-2] + 2)) / 4
kinetic = np.diag((2 * level + 1) / 4) - np.diag(hop, 2) - np.diag(hop, -2)
kinetic = to_grid.T @ kinetic @ to_grid
x1, x2 = [a.ravel() for a in np.meshgrid(grid, grid, indexing="ij")]
F = x1**2 + x2**2
unit = np.eye(size)
H_local = (np.kron(kinetic, unit) + np.kron(unit, kinetic)
           + np.diag(F / 2 + np.exp(-(x1 - x2)**2 / 8)))
projector = np.outer(to_grid[0], to_grid[0])
H_nonlocal = H_local + 0.5 * (np.kron(projector, unit)
                              + np.kron(unit, projector))


def weighted_sum(energies, states, initial):
    amplitudes = states.T @ (F * states[:, initial])
    terms = (energies - energies[initial]) * amplitudes**2
    return terms, 2 * np.sum(F * states[:, initial]**2), amplitudes


energies, states = np.linalg.eigh(H_local)
terms, right, amplitudes = weighted_sum(energies, states, 0)
assert abs(terms.sum() / right - 1) < 1e-6
print("Two repelling trapped particles, unit hbar^2/m times length^2")
print(f"  ground state: sum {terms.sum():.6f}, 2<x1^2+x2^2> {right:.6f}")
excited = 1 + int(np.argmax(np.abs(amplitudes[1:])))
terms, right, _ = weighted_sum(energies, states, excited)
downward = terms[:excited].sum()
assert downward < -0.01
assert abs(terms.sum() / right - 1) < 1e-6
print(f"  excited state: sum {terms.sum():.6f}, 2<x1^2+x2^2> {right:.6f}")
print(f"  downward part of the excited-state sum {downward:.6f}")
energies, states = np.linalg.eigh(H_nonlocal)
terms, right, _ = weighted_sum(energies, states, 0)
assert abs(terms.sum() / right - 1) > 0.01
print(f"  nonlocal potential: sum {terms.sum():.6f}, "
      f"2<x1^2+x2^2> {right:.6f}")

# ---------- hydrogen 1s: discrete lines and continuum ----------
nodes, node_weights = roots_laguerre(90)
LAST_N = 150


def bound_D(n, L):
    r = nodes * n / (n + 1)
    log_norm = 0.5 * (3 * math.log(2 / n) + gammaln(n - L)
                      - math.log(2 * n) - gammaln(n + L + 1))
    radial = (math.exp(log_norm) * (2 * r / n)**L
              * eval_genlaguerre(n - L - 1, 2 * L + 1, 2 * r / n))
    return np.sum(node_weights * radial * 2 * r**(L + 2)) * n / (n + 1)


def continuum_D2(k, L):
    """Squared radial integral per unit energy, final energy k^2/2."""
    eta = -1 / k
    coulomb_C2 = (4**L * math.prod(s * s + eta * eta for s in range(1, L + 1))
                  * (2 * math.pi / k) / (1 - math.exp(-2 * math.pi / k))
                  / math.factorial(2 * L + 1)**2)
    a, c = L + 1 + 1j / k, 2 * L + 2
    z = 2j * k / (1 + 1j * k)
    hypergeometric = (np.exp(2j * a * math.atan(k))
                      * (1 + a * z / (c * (1 - z))))
    laplace = (2 * math.factorial(2 * L + 2) / (1 + 1j * k)**(2 * L + 3)
               * hypergeometric)
    return (2 / (math.pi * k) * coulomb_C2 * k**(2 * L + 2)
            * abs(laplace)**2)


def mean_power(p):
    return quad(lambda r: 4 * r**(p + 2) * math.exp(-2 * r), 0, np.inf)[0]


# The closed continuum integral against direct quadrature of Coulomb functions.
k_test = 0.7
direct = mp.quad(lambda r: mp.coulombf(2, -1 / k_test, k_test * r)
                 * 2 * r**3 * mp.exp(-r), [0, 5, 15, 45])
direct_D2 = float(2 / (math.pi * k_test) * direct**2)
assert abs(continuum_D2(k_test, 2) / direct_D2 - 1) < 1e-7
print("Continuum D^2 at k = 0.7/a0, L=2, unit a0^4/E_h")
print(f"  closed form {continuum_D2(k_test, 2):.6f}, "
      f"quadrature {direct_D2:.6f}")


def spectral_sum(L, power):
    """Discrete and continuum parts of the sum of (energy gap)^power D^2."""
    discrete = 0.0
    for n in range(L + 1, LAST_N + 1):
        term = (0.5 - 0.5 / n**2)**power * bound_D(n, L)**2
        discrete += term
    discrete += term * LAST_N**3 * zeta(3, LAST_N + 1)
    continuum = quad(lambda k: k * (0.5 + k * k / 2)**power
                     * continuum_D2(k, L), 0, np.inf,
                     epsabs=1e-10, epsrel=1e-10, limit=200)[0]
    return discrete, continuum


print("Hydrogen 1s, full M-summed rule, unit E_h a0^(2L)")
for L in (1, 2, 3):
    parts = np.array(spectral_sum(L, 1)) * (2 * L + 1) / (4 * math.pi)
    predicted = L * (2 * L + 1)**2 * mean_power(2 * L - 2) / (8 * math.pi)
    assert abs(parts.sum() / predicted - 1) < 1e-6
    print(f"  L={L}: states {parts.sum():.6f}, rule {predicted:.6f}")

print("Lines 1s -> nd: gap (E_h), D^2 (a0^4), gap*D^2 (E_h a0^4)")
for n in (3, 4, 5, 6):
    gap, D2 = 0.5 - 0.5 / n**2, bound_D(n, 2)**2
    print(f"  n={n}: {gap:.6f}  {D2:.6f}  {gap * D2:.6f}")
series_limit = LAST_N**3 * bound_D(LAST_N, 2)**2
threshold = continuum_D2(1e-3, 2)
assert abs(series_limit / threshold - 1) < 2e-3
print(f"n^3 D^2 at n={LAST_N}: {series_limit:.3f} a0^4")
print(f"Continuum D^2 at threshold: {threshold:.3f} a0^4/E_h")

discrete1, continuum1 = spectral_sum(2, 1)
discrete0, continuum0 = spectral_sum(2, 0)
total1, total0 = discrete1 + continuum1, discrete0 + continuum0
assert abs(total0 / mean_power(4) - 1) < 1e-6
mean_gap = total1 / total0
lowest_gap = 0.5 - 0.5 / 9
assert mean_gap > lowest_gap
print(f"<r^2> = {mean_power(2):.6f} a0^2, <r^4> = {mean_power(4):.6f} a0^4")
print("L=2 radial sums: discrete, continuum, total")
print(f"  gap*D^2: {discrete1:.6f}, {continuum1:.6f}, {total1:.6f} E_h a0^4")
print(f"  D^2:     {discrete0:.6f}, {continuum0:.6f}, {total0:.6f} a0^4")
print(f"Continuum share of the weighted sum: {100*continuum1/total1:.2f} %")
print(f"Mean excitation energy {mean_gap:.6f} E_h, lowest {lowest_gap:.6f} E_h")

# ---------- the L = 2 result in SI units ----------
a0 = const.physical_constants["Bohr radius"][0]
hartree = const.physical_constants["Hartree energy"][0]
states_SI = 5 / (4 * math.pi) * total1 * hartree * a0**4
rule_SI = (2 * 25 * const.hbar**2 * mean_power(2) * a0**2
           / (8 * math.pi * const.m_e))
assert abs(states_SI / rule_SI - 1) < 1e-6
print(f"L=2 sum in SI: states {states_SI:.6e}, rule {rule_SI:.6e} J m^4")
print(f"Mean excitation energy {mean_gap * hartree / const.e:.4f} eV")
print("every check passed")
```

Output:

```
Gradient sum over M at r = (0.6, -0.5, 0.8), units of length^(2L-2)
  L=1: finite differences 0.716197, formula 0.716197
  L=2: finite differences 4.973592, formula 4.973592
  L=3: finite differences 18.277950, formula 18.277950
  L=4: finite differences 50.357619, formula 50.357619
L=2, M=0 strength divided by one fifth of the M-sum (no unit)
  s density 1.0000, p_z density 1.4000
Two repelling trapped particles, unit hbar^2/m times length^2
  ground state: sum 2.228784, 2<x1^2+x2^2> 2.228784
  excited state: sum 6.547760, 2<x1^2+x2^2> 6.547760
  downward part of the excited-state sum -1.225865
  nonlocal potential: sum 1.822201, 2<x1^2+x2^2> 2.389530
Continuum D^2 at k = 0.7/a0, L=2, unit a0^4/E_h
  closed form 22.686870, quadrature 22.686870
Hydrogen 1s, full M-summed rule, unit E_h a0^(2L)
  L=1: states 0.358099, rule 0.358099
  L=2: states 5.968310, rule 5.968310
  L=3: states 131.601243, rule 131.601244
Lines 1s -> nd: gap (E_h), D^2 (a0^4), gap*D^2 (E_h a0^4)
  n=3: 0.444444  3.003387  1.334839
  n=4: 0.468750  1.266637  0.593736
  n=5: 0.480000  0.635211  0.304901
  n=6: 0.486111  0.362125  0.176033
n^3 D^2 at n=150: 75.026 a0^4
Continuum D^2 at threshold: 75.021 a0^4/E_h
<r^2> = 3.000000 a0^2, <r^4> = 22.500000 a0^4
L=2 radial sums: discrete, continuum, total
  gap*D^2: 2.853785, 12.146215, 15.000000 E_h a0^4
  D^2:     6.166471, 16.333529, 22.500000 a0^4
Continuum share of the weighted sum: 80.97 %
Mean excitation energy 0.666667 E_h, lowest 0.444444 E_h
L=2 sum in SI: states 2.040408e-58, rule 2.040408e-58 J m^4
Mean excitation energy 18.1409 eV
every check passed
```
